# Absorption and Emission Lineshapes from the Second-Order Cumulant

## Which calculated energy belongs to which feature of the band?

A calculation of a molecule's spectrum can deliver two vertical energies: the electronic gap averaged over the ground state's thermal geometries, and the gap averaged over those of the relaxed excited state. One must decide whether to compare them with band maxima or with band means, and whether the emission band needs a second simulation or can reuse the gap fluctuations of the ground state. Both decisions rest on the function \(g(t)\) derived here, and on the conditions under which one \(g(t)\) serves both spectra.

### The model and the two spectra

Hartree atomic units are used, with \(\hbar=1\). The nuclei move on two harmonic surfaces with the same normal modes and frequencies \(\Omega_j\) but different minima:

\[
H_g=\sum_j\Omega_j\left(a_j^\dagger a_j+\tfrac12\right),\qquad
H_e=H_g+\omega_v+\delta U, \tag{1}
\]
\[
\delta U=-\sum_j\sqrt{S_j}\,\Omega_j\,(a_j+a_j^\dagger). \tag{2}
\]

The number \(S_j\ge0\) is the Huang-Rhys factor of mode \(j\). Since \(\langle\delta U\rangle_g=0\) in thermal equilibrium on the ground surface, \(\omega_v\) is the mean vertical gap there. To find the minimum of the excited surface, put \(b_j=a_j-\sqrt{S_j}\). Then

\[
\Omega_j b_j^\dagger b_j=\Omega_j a_j^\dagger a_j-\sqrt{S_j}\,\Omega_j(a_j+a_j^\dagger)+S_j\Omega_j ,
\]

and therefore

\[
H_e=\sum_j\Omega_j\left(b_j^\dagger b_j+\tfrac12\right)+\omega_{00},\qquad
\omega_{00}=\omega_v-\lambda,\qquad \lambda=\sum_jS_j\Omega_j . \tag{3}
\]

The reorganization energy \(\lambda\) is what the excited molecule releases on relaxing from the ground-state geometry to its own minimum. The frequency \(\omega_{00}\) connects the two vibrational ground states.

In the Condon approximation the transition dipole does not depend on the nuclei. The golden rule then gives an absorption cross section (transition rate per unit photon flux) proportional to \(\omega\,\sigma_A(\omega)\) and a rate of emitted photons proportional to \(\omega^3\sigma_E(\omega)\). The lineshapes are

\[
\sigma_A=\sum_{i,f}P_i|\langle i|f\rangle|^2\delta(\omega-E_f+E_i),\qquad
\sigma_E=\sum_{i,f}P'_f|\langle i|f\rangle|^2\delta(\omega-E_f+E_i). \tag{4}
\]

Here \(i\) runs over eigenstates of \(H_g\) and \(f\) over those of \(H_e\), with thermal populations \(P_i\) and \(P'_f\). Emission thus starts from an excited state that has relaxed thermally before it radiates. By completeness both lineshapes have unit area.

Write the delta function as \(\frac1{2\pi}\int dt\,e^{\pm i(\omega-E_f+E_i)t}\), with the upper sign for absorption and the lower for emission. The energies become evolution operators and the sums become traces:

\[
\sigma_A(\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle e^{iH_gt}e^{-iH_et}\rangle_g, \tag{5}
\]
\[
\sigma_E(\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{-i\omega t}\langle e^{iH_et}e^{-iH_gt}\rangle_e . \tag{6}
\]

### Why the second cumulant is exact here

Let \(\delta U(t)=e^{iH_gt}\delta U e^{-iH_gt}\), and write \(e^{iH_gt}e^{-iH_et}=e^{-i\omega_vt}X(t)\). Differentiation gives

\[
\dot X=-i\,\delta U(t)\,X,\qquad X(0)=1. \tag{7}
\]

Because \(a_j(t)=a_je^{-i\Omega_jt}\), every \(\delta U(t)\) is linear in ladder operators, and its commutator at two times is a number. Define \(A(t)=\int_0^t\delta U(\tau)\,d\tau\). For an operator \(B(t)\) whose commutator with \(\dot B\) is a number,

\[
\left(\frac{d}{dt}e^B\right)e^{-B}=\int_0^1ds\,e^{sB}\dot Be^{-sB}
=\int_0^1ds\,(\dot B+s[B,\dot B])=\dot B+\tfrac12[B,\dot B].
\]

With \(B=-iA\) this becomes \(-i\delta U(t)-\frac12[A(t),\delta U(t)]\). The extra term is cancelled by a numerical factor \(e^{-\varphi}\) with \(\dot\varphi=\frac12[\delta U(t),A(t)]\), so that (7) is solved by

\[
X=e^{-iA(t)}e^{-\varphi(t)},\qquad
\varphi=\tfrac12\int_0^td\tau_1\int_0^{\tau_1}d\tau_2\,[\delta U(\tau_1),\delta U(\tau_2)]. \tag{8}
\]

The thermal average of \(e^{-iA}\) remains. For one mode \(-iA=\alpha a^\dagger-\alpha^*a\) with some number \(\alpha\). Let \(n=1/(e^{\Omega/kT}-1)\). The thermal density matrix is a Gaussian mixture of coherent states,

\[
\rho=\int\frac{d^2z}{\pi n}\,e^{-|z|^2/n}|z\rangle\langle z| . \tag{9}
\]

To verify this, take number-state elements. The phase integral removes the off-diagonal ones. The diagonal ones are, with \(u=|z|^2\),

\[
\frac1n\int_0^\infty du\,e^{-u(1+1/n)}\frac{u^m}{m!}=\frac{n^m}{(n+1)^{m+1}},
\]

which is the Boltzmann law, since \(n/(n+1)=e^{-\Omega/kT}\). Next, \(e^{\alpha a^\dagger-\alpha^*a}=e^{\alpha a^\dagger}e^{-\alpha^*a}e^{-|\alpha|^2/2}\), so its average in \(|z\rangle\) is \(e^{-|\alpha|^2/2}e^{2i\,\mathrm{Im}(\alpha z^*)}\). Under (9), \(\mathrm{Im}(\alpha z^*)\) is a Gaussian variable of variance \(|\alpha|^2n/2\), and hence

\[
\langle e^{\alpha a^\dagger-\alpha^*a}\rangle=e^{-|\alpha|^2(n+1/2)},
\qquad\text{that is}\qquad \langle e^{-iA}\rangle=e^{-\langle A^2\rangle/2}, \tag{10}
\]

because \(\langle A^2\rangle=|\alpha|^2(2n+1)\). Independent modes multiply, so the second form holds for all of them together.

Now split the square integration region of \(\langle A^2\rangle\) into its two time orderings:

\[
\tfrac12\langle A^2\rangle=\tfrac12\int_0^td\tau_1\int_0^{\tau_1}d\tau_2\,
\langle\delta U(\tau_1)\delta U(\tau_2)+\delta U(\tau_2)\delta U(\tau_1)\rangle .
\]

Adding \(\varphi\) cancels the second ordering and doubles the first. With \(C(t)=\langle\delta U(t)\delta U(0)\rangle_g\) the sum is

\[
g(t)=\int_0^td\tau_1\int_0^{\tau_1}ds\,C(s)=\int_0^t(t-s)\,C(s)\,ds, \tag{11}
\]

and the absorption lineshape becomes

\[
\sigma_A(\omega)=\frac1{2\pi}\int dt\,e^{i(\omega-\omega_v)t-g(t)} . \tag{12}
\]

No higher cumulant has been dropped. For anharmonic surfaces, or a gap that is nonlinear in the coordinates, the commutator is in general no longer a number and (12) becomes an approximation.

For the model, \(\langle aa^\dagger\rangle=n+1\) and \(\langle a^\dagger a\rangle=n\) give

\[
C(t)=\sum_jS_j\Omega_j^2\left[(n_j+1)e^{-i\Omega_jt}+n_je^{i\Omega_jt}\right]. \tag{13}
\]

Using \(\int_0^t(t-s)e^{-i\Omega s}ds=(1-e^{-i\Omega t}-i\Omega t)/\Omega^2\) and its complex conjugate,

\[
g(t)=\sum_jS_j\left[(2n_j+1)(1-\cos\Omega_jt)+i(\sin\Omega_jt-\Omega_jt)\right]. \tag{14}
\]

The real part damps the response. The linear term \(-i\lambda t\) in \(g\) moves the phase origin from \(\omega_v\) to \(\omega_{00}\).

### Emission and mirror symmetry

In the relaxed excited state the \(b_j\) have thermal averages of the same form as the \(a_j\) had before. Inserting \(a_j=b_j+\sqrt{S_j}\) into (2),

\[
\delta U=-2\lambda+\delta U_e,\qquad \delta U_e=-\sum_j\sqrt{S_j}\,\Omega_j(b_j+b_j^\dagger). \tag{15}
\]

The mean gap is now \(\omega_v-2\lambda\): one \(\lambda\) is the energy lost by the excited state, the other the energy of the ground surface at the excited-state minimum. Writing \(e^{iH_et}e^{-iH_gt}=e^{i(\omega_v-2\lambda)t}Y(t)\) gives \(\dot Y=+i\,\delta U_e(t)Y\), where the time dependence is generated by \(H_e\). Compared with (7), the sign of the coupling is reversed. Since \(g\) is quadratic in the coupling, and \(\delta U_e\) has the correlation function (13), \(\langle Y\rangle_e=e^{-g(t)}\). Thus

\[
\sigma_E(\omega)=\frac1{2\pi}\int dt\,e^{-i(\omega-\omega_v+2\lambda)t-g(t)} . \tag{16}
\]

Set \(\omega=\omega_{00}+x\) in (12). Then \(\omega-\omega_v=x-\lambda\). Set \(\omega=\omega_{00}-x\) in (16). Then \(-(\omega-\omega_v+2\lambda)=-(-x-\lambda+2\lambda)=x-\lambda\). The integrals coincide:

\[
\sigma_E(\omega_{00}-x)=\sigma_A(\omega_{00}+x). \tag{17}
\]

This is the mirror symmetry. It concerns the lineshapes, after the factors \(\omega\) and \(\omega^3\) have been divided out.

A second relation follows from (4). Equal frequencies give partition functions with \(Z_e=e^{-\omega_{00}/kT}Z_g\), and each delta function fixes \(E_f=E_i+\omega\). So \(P'_f=P_ie^{-(\omega-\omega_{00})/kT}\), and

\[
\sigma_E(\omega)=\sigma_A(\omega)\,e^{-(\omega-\omega_{00})/kT}. \tag{18}
\]

### What is shifted by \(2\lambda\)

Inverting (12) gives \(\int d\omega\,e^{-i\omega t}\sigma_A=e^{-i\omega_vt-g(t)}\). The logarithm of the left side is \(\sum_m\kappa_m(-it)^m/m!\), where \(\kappa_1\) is the mean, \(\kappa_2\) the variance and \(\kappa_3\) the third central moment. From (11), \(g=C(0)t^2/2+C'(0)t^3/6+\dots\), and (13) gives \(C'(0)=-i\sum_jS_j\Omega_j^3\). Comparing powers of \(t\),

\[
\kappa_1=\omega_v,\qquad \kappa_2=\sum_jS_j\Omega_j^2(2n_j+1),\qquad \kappa_3=\sum_jS_j\Omega_j^3. \tag{19}
\]

By (17), emission has mean \(2\omega_{00}-\omega_v=\omega_v-2\lambda\), the same variance, and third moment \(-\kappa_3\). Hence

\[
\bar\omega_A-\bar\omega_E=2\lambda \tag{20}
\]

at every temperature. This is a statement about means, and the maxima need a separate argument.

Suppose the band is broad, \(\kappa_2\gg\Omega_j^2\) for the modes that matter. Then \(e^{-g}\) has decayed before the modes move appreciably, and \(g\approx\kappa_2t^2/2\). The absorption is then a Gaussian \(G(y)\) in \(y=\omega-\omega_v\) with variance \(\kappa_2\). For a few discrete modes the real part of \(g\) returns to zero, or close to it, at later times. The magnitude of \(e^{-g}\) then recurs, and the Gaussian describes the envelope of the lines rather than the lines themselves. The first correction multiplies the integrand by \(1+i\kappa_3t^3/6\). Since \(t^3e^{iyt}=i\,\partial_y^3e^{iyt}\),

\[
\sigma_A\approx G-\frac{\kappa_3}{6}G'''
=G\left[1-\frac{\kappa_3}{6}\left(\frac{3y}{\kappa_2^2}-\frac{y^3}{\kappa_2^3}\right)\right]. \tag{21}
\]

Near the centre the logarithmic derivative is \(-y/\kappa_2-\kappa_3/(2\kappa_2^2)\) to first order, and it vanishes at \(y=-\kappa_3/(2\kappa_2)\). The emission maximum is displaced by the same amount in the opposite direction, so

\[
\omega_A^{\max}-\omega_E^{\max}\approx2\lambda-\frac{\kappa_3}{\kappa_2}. \tag{22}
\]

If all \(S_j\) grow in proportion at fixed temperature, \(2\lambda\) grows and the correction stays constant. The separation of the maxima of \(\sigma_A\) and \(\sigma_E\) then approaches \(2\lambda\) in relative terms, while the absolute difference persists. This holds for the lineshapes; the factors \(\omega\) and \(\omega^3\) of measured bands add a shift proportional to \(\kappa_2\), which grows with \(\lambda\) and does not become relatively small.

At high temperature \(2n_j+1\approx2kT/\Omega_j\), so \(\kappa_2\approx2\lambda kT\). This gives a practical check on a classical simulation: the gap variance divided by \(2kT\) should agree with half the difference of the two mean gaps. With classical nuclei this relation is exact for the model, so a disagreement shows that the linear harmonic model or the sampling has failed. The true quantum variance always exceeds \(2\lambda kT\), because each mode carries the factor \(x\coth x>1\) with \(x=\Omega_j/2kT\); since \(x\coth x\approx1+x^2/3\) for small \(x\), the relative excess of a mode is about \((\Omega_j/kT)^2/12\) at high temperature. Stiff molecular modes lie far outside this regime: for \(\Omega_j/kT\approx7\), as for a 1500 cm\(^{-1}\) stretch at room temperature, the factor is about 3.6, so classical gap fluctuations underestimate the band width and cannot be inserted in (11) as they stand.

### One mode: the Huang-Rhys progression

At \(T=0\), \(n=0\), and (14) reduces to \(g=S(1-e^{-i\Omega t})-iS\Omega t\). Therefore

\[
e^{-i\omega_vt-g}=e^{-i\omega_{00}t}e^{-S}\exp\left(Se^{-i\Omega t}\right)
=\sum_{m=0}^\infty e^{-S}\frac{S^m}{m!}e^{-i(\omega_{00}+m\Omega)t}. \tag{23}
\]

The Fourier integral turns each term into a line. With (17) for emission,

\[
\sigma_{A,E}(\omega)=\sum_{m=0}^\infty e^{-S}\frac{S^m}{m!}\,\delta(\omega-\omega_{00}\mp m\Omega), \tag{24}
\]

with the upper sign for absorption. The mean number of quanta is \(S\), so each mean lies \(S\Omega=\lambda\) from \(\omega_{00}\), in agreement with (20). Successive weights have the ratio \(S/(m+1)\). For non-integer \(S\) the strongest line is therefore at the integer part of \(S\), and the strongest lines of the two spectra are \(2\Omega\) times that integer apart. For \(S<1\) they coincide, although the means still differ by \(2\lambda\).

At \(T>0\) the oscillating part of \(-g\) is \(S(n+1)e^{-i\Omega t}+Sne^{i\Omega t}\). Put \(v=\sqrt{(n+1)/n}\,e^{-i\Omega t}\) and \(z=2S\sqrt{n(n+1)}\). The sum equals \(\frac z2(v+1/v)\), and the Bessel generating function \(e^{z(v+1/v)/2}=\sum_kI_k(z)v^k\) gives the weight of the absorption line at \(\omega_{00}+k\Omega\):

\[
w_k=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{k/2}I_k\left(2S\sqrt{n(n+1)}\right),\qquad k=0,\pm1,\dots \tag{25}
\]

Lines with negative \(k\) arise only from thermally excited initial states; such states also contribute to the other lines. As \(n\to0\), \(I_k(z)\approx(z/2)^{|k|}/|k|!\). The weights with \(k\ge0\) return to the Poisson law, and those with \(k<0\) vanish as \(n^{|k|}\).

### A worked mode

Take round model parameters \(\Omega=0.001\), \(S=1.5\), \(\omega_{00}=0.1\) and \(kT=0.001\) hartree, the last equivalent to 316 K. Then \(\lambda=1.5\times0.001=0.0015\) hartree, and the means are \(0.1\pm0.0015\), or 0.1015 and 0.0985 hartree. Their difference is 0.003 hartree, or 658 cm\(^{-1}\).

These predictions were tested by diagonalizing \(H_g\) and \(H_e\) in a finite number basis and forming both sums in (4) separately. The correlation functions came from matrix traces and \(g\) from quadrature of (11). At the times examined, the response functions agree with the cumulant expressions to \(6\times10^{-14}\), on a scale where they equal one at \(t=0\).

At \(T=0\) the first weight is \(e^{-1.5}=0.2231\). Multiplying successively by \(1.5/1\), \(1.5/2\) and \(1.5/3\) gives 0.3347, 0.2510 and 0.1255, as the diagonalization does for both spectra. The strongest line is \(m=1\) in each, so these lines are 0.002 hartree apart, not 0.003. For \(S=0.5\) their separation is zero. Reading \(2\lambda\) from the strongest lines would thus fail in both cases.

At the chosen temperature \(n=1/(e-1)=0.582\). The variance is \(1.5\times10^{-6}\times2.164=3.25\times10^{-6}\) hartree\(^2\), and its root is 0.00180 hartree. Dividing the variance by \(2kT\) gives 0.00162 hartree, 8% above \(\lambda\), because the mode is not fully classical at \(\Omega=kT\). The lines at \(k=1\) and \(k=-1\) have weights 0.22745 and 0.08367. Their ratio is 2.72, which is \(e^{\Omega/kT}=e\). By (17), \(\sigma_A(\omega_{00}-x)=\sigma_E(\omega_{00}+x)\), and by (18) this equals \(\sigma_A(\omega_{00}+x)\,e^{-x/kT}\). Equivalently, since \(I_{-k}=I_k\), (25) gives \(w_k/w_{-k}=[(n+1)/n]^k\).

For this mode the frequency factors alter the means slightly. Around a mean \(\bar\omega\), \(\omega^p\approx\bar\omega^p(1+p\,y/\bar\omega)\), where \(y\) is now measured from that mean, so the weighted mean moves up by about \(p\kappa_2/\bar\omega\). With \(p=1\) for absorption and \(p=3\) for emission, the shift becomes

\[
0.003-3.25\times10^{-6}\left(\frac{3}{0.0985}-\frac{1}{0.1015}\right)\approx0.00293\ \text{hartree}.
\]

The directly weighted sums give the same value to these digits, about 2% below \(2\lambda\).

### A continuous bath, and a case that breaks the mirror

For many modes define \(J(\omega)=\sum_jS_j\Omega_j^2\delta(\omega-\Omega_j)\). Then \(\lambda=\int_0^\infty J/\omega\,d\omega\), \(\kappa_3=\int_0^\infty\omega J\,d\omega\) and \(\kappa_2=\int_0^\infty J\coth(\omega/2kT)\,d\omega\). Take \(J=\lambda(\omega/\omega_c)e^{-\omega/\omega_c}\) with \(\omega_c=0.001\) hartree and the same temperature. Its spectra are smooth, and (18), which was not used to obtain \(g\), holds with a largest relative error of \(1.4\times10^{-12}\) at the frequencies tested.

The ratio \(\kappa_3/\kappa_2\) is 0.00087 hartree, independent of \(\lambda\). For \(2\lambda=0.03\) hartree, (22) predicts \(0.03-0.00087=0.02913\); the maxima lie 0.02915 apart, 3% below \(2\lambda\). For \(2\lambda=0.003\) the prediction is 0.00213 and the result 0.002315, which is 23% below \(2\lambda\). The narrower band is less Gaussian, and the first correction alone no longer suffices. These separations refer to the lineshapes. For the broad band \(\kappa_2\approx3.4\times10^{-5}\) hartree\(^2\), and with \(\omega_{00}=0.1\) the frequency factors reduce the separation by a further \(\kappa_2(3/0.085-1/0.115)\approx0.0009\) hartree, as much as \(\kappa_3/\kappa_2\) itself.

Now let the excited mode have frequency \(\Omega_e\ne\Omega\), with its minimum displaced by \(d\) in the mass-weighted coordinate \(q\). The product of the two vibrational ground functions is a Gaussian centred at \(\bar q=\Omega_ed/(\Omega+\Omega_e)\). A first excited function is \(\sqrt{2\Omega}\,q\), or \(\sqrt{2\Omega_e}\,(q-d)\), times its ground function. Relative to the zero-zero overlap, the one-quantum overlaps are therefore

\[
\text{absorption: }-\sqrt{2\Omega_e}\,\frac{\Omega d}{\Omega+\Omega_e},\qquad
\text{emission: }\sqrt{2\Omega}\,\frac{\Omega_ed}{\Omega+\Omega_e}. \tag{26}
\]

Squaring and dividing, the emission weight is \(\Omega_e/\Omega\) times the absorption weight. For \(\Omega_e=0.0012\) hartree and the displacement of the worked mode, \(d=\sqrt{2S/\Omega}\) with \(S=1.5\), the zero-temperature emission and absorption weights are 0.346 and 0.288, with ratio 1.20. The line spacings differ too, being \(\Omega_e\) in absorption and \(\Omega\) in emission.

The decision posed at the start can now be made. In the Condon approximation, vertical gaps averaged over each quantum equilibrium belong to the means of the lineshapes, after the frequency factors are removed; completeness in (4) gives this for any pair of surfaces. A dipole that depends on the nuclei shifts the means away from these gaps, and classical averages equal the quantum ones in general only for a gap linear in harmonic coordinates. Within the Condon approximation and for a thermally relaxed emitter, the quantum correlation function \(C(t)\) of the ground state suffices for emission when the surfaces are harmonic and displaced copies of each other. When their frequencies differ, the mirror symmetry is lost and the ground-state \(g(t)\) inserted in (16) no longer gives the emission band; sampling the excited state then gives the emission mean directly, although a second-order \(g(t)\) built from it is only an approximation to the band. The argument for (18) still applies in the form \(\sigma_E=\sigma_A\,e^{-\omega/kT}Z_g/Z_e\), but it requires the exact absorption lineshape, including its low-frequency tail. The numerical output below lists the leading line weights.

## Numbers as computed

```
Mode frequency Omega = 0.0010 hartree = 219.5 cm^-1
Huang-Rhys factor S = 1.50
Zero-zero frequency w00 = 0.1000 hartree = 2.7211 eV
Thermal energy kT = 0.0010 hartree = 315.8 K
Thermal occupation n = 0.58198
Reorganization energy lam = 0.00150 hartree
Mean absorption frequency = 0.101500 hartree = 2.7620 eV
Mean emission frequency = 0.098500 hartree = 2.6803 eV
Mean Stokes shift = 0.003000 hartree = 658.4 cm^-1
Standard deviation of each spectrum = 0.001802 hartree
Mean shift with w and w^3 factors = 0.002934 hartree
Largest response-function error = 6.2e-14
T = 0: m, absorption weight, emission weight
  0  0.22313  0.22313
  1  0.33470  0.33470
  2  0.25102  0.25102
  3  0.12551  0.12551
  4  0.04707  0.04707
  5  0.01412  0.01412
  6  0.00353  0.00353
T > 0: k, absorption at w00+k*Omega, emission at w00-k*Omega
  -3  0.00707  0.00707
  -2  0.02813  0.02813
  -1  0.08367  0.08367
  +0  0.17231  0.17231
  +1  0.22745  0.22745
  +2  0.20786  0.20786
  +3  0.14206  0.14206
  +4  0.07681  0.07681
  +5  0.03420  0.03420
  +6  0.01291  0.01291
T = 0 separation of strongest lines, S = 1.5: 0.002000 hartree
T = 0 separation of strongest lines, S = 0.5: 0.000000 hartree
Changed excited frequency = 0.0012 hartree
  its T = 0 one-quantum absorption weight = 0.28842
  its T = 0 one-quantum emission weight = 0.34610
Bath cutoff w_c = 0.0010 hartree
Bath detailed-balance relative error = 1.4e-12
Bath, 2*lam = 0.0030: peak separation = 0.002315 hartree
Bath, 2*lam = 0.0300: peak separation = 0.029148 hartree
Bath skewness correction kappa3/kappa2 = 0.000873 hartree
```
